\section*{Second-order polarisation propagator for spin-spin couplings: order counting and spin adaptation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Order counting and the spin-orbital matrix}

\subsection{A factor of four and a factor of eight}

Take a chain of five sites with four electrons, and let the part of the electron repulsion that is missing from the mean field act with strength $\lambda$. Compute the response of the spin on one site to a field on its neighbour, and compare with full diagonalization of the same model. When $\lambda$ is halved from 0.004 to 0.002, the error of the random-phase approximation (RPA) falls by a factor $2^{2.00}$, that is, four. The error of the second-order polarisation propagator approximation (SOPPA) falls by $2^{3.00}$, that is, eight. If the coupling to two-particle two-hole excitations is deleted from SOPPA, the exponent drops to 2.05.

These exponents say which orders in $\lambda$ each method reproduces. The derivation below finds every term that is needed for the factor of eight.

\subsection{Couplings as linear responses}

Atomic units are used in the algebra. The molecule has a closed-shell, nondegenerate ground state and real orbitals. The Hamiltonian is split as
\begin{equation}
H=F+\lambda V,
\end{equation}
where $F$ is the Fock operator with orbital energies $\varepsilon_p$, $V$ is the fluctuation potential, and $\lambda=1$ is the physical case. For Hermitian one-electron operators $P,Q$ the polarisation propagator is
\begin{equation}
\langle\langle P;Q\rangle\rangle_\omega=\sum_{n\neq0}\left[\frac{\langle0|P|n\rangle\langle n|Q|0\rangle}{\omega-\omega_n}-\frac{\langle0|Q|n\rangle\langle n|P|0\rangle}{\omega+\omega_n}\right],
\label{chi}
\end{equation}
with $\omega_n=E_n-E_0$. If fields add $b_AP+b_BQ$ to $H$, second-order perturbation theory gives $\partial^2E/\partial b_A\partial b_B=\langle\langle P;Q\rangle\rangle_0$.

A nuclear spin-spin coupling is such a mixed derivative with respect to two nuclear moments. The Fermi-contact and spin-dipole operators are real and create triplet excitations. The paramagnetic spin-orbit operator is imaginary and creates singlet excitations. The diamagnetic spin-orbit term is a ground-state expectation value and is not part of the propagator.

\subsection{From a sum over states to a matrix}

Define $(X|Y)=\langle0|[X^\dagger,Y]|0\rangle$ and $\hat HY=[H,Y]$. Since $H|0\rangle=E_0|0\rangle$,
\begin{equation}
(X|(\omega-\hat H)Y)=\langle X^\dagger(\omega-H+E_0)Y\rangle-\langle Y(\omega+H-E_0)X^\dagger\rangle .
\label{pair}
\end{equation}
An operator $Y$ thus enters through the ket $Y|0\rangle$ and the bra $\langle0|Y$; their components along the ground state cancel between the two terms. Choose $Y$ such that $Y|0\rangle=(\omega-H+E_0)^{-1}Q|0\rangle$ and $\langle0|Y=\langle0|Q(\omega+H-E_0)^{-1}$. Then $(P|Y)$ is Eq.~\eqref{chi}, and $(X|(\omega-\hat H)Y)=(X|Q)$ for all $X$. Expanding $Y$ in a set of operators $h$ gives
\begin{equation}
\langle\langle P;Q\rangle\rangle_\omega=(P|h)\,(h|\omega-\hat H|h)^{-1}\,(h|Q).
\label{inner}
\end{equation}

This is exact if $h$ supplies all excited kets and bras. On the Hartree-Fock state $|\mathrm{HF}\rangle$, all $n$-fold excitations $X_n^\dagger$ supply the kets and their adjoints the bras. By continuity the set stays complete for small $\lambda$.

Indices $i,j,k,l,m$ are occupied, $a,b,c,d,e$ virtual, and $p^\dagger,p$ create and destroy an electron in orbital $p$. In this half the orbitals are spin orbitals. Write $q^\dagger_{ai}=a^\dagger i$ and $R^\dagger_{cdkl}=c^\dagger d^\dagger lk$.

\subsection{Which excitations matter through second order}

The mean field contained in $F$ cancels the one-body contractions of the repulsion, so up to a constant
\begin{equation}
V=\tfrac14\sum_{pqrs}\langle pq\Vert rs\rangle\{p^\dagger q^\dagger sr\},
\end{equation}
normal ordered with respect to $|\mathrm{HF}\rangle$. The constant drops out of commutators. $V$ changes the excitation level by at most two, and it does not couple $|\mathrm{HF}\rangle$ to singles. The first-order ground state therefore contains doubles only,
\begin{equation}
|0^{(1)}\rangle=\tfrac14\sum\tau_{kl}^{cd}R^\dagger_{cdkl}|\mathrm{HF}\rangle,\qquad
\tau_{kl}^{cd}=\frac{\langle cd\Vert kl\rangle}{\varepsilon_k+\varepsilon_l-\varepsilon_c-\varepsilon_d}.
\label{tau}
\end{equation}
The second-order state contains singles to quadruples. Hence an operator that lowers the excitation level by $1,2,3,4$ has an expectation value starting at order $2,1,2,2$, and at order 3 or higher if it lowers by five or more.

Apply this to the elements that connect $X_n$ with the particle-hole (ph) operators, and to the moments $\langle[X_n,Q]\rangle$.

For $n=2$, the term $\langle\mathrm{HF}|[R,[V,q^\dagger]]|\mathrm{HF}\rangle$ is of order 1, and so is the moment. The metric element $\langle[R,q^\dagger]\rangle$ and the element between $R^\dagger$ and the de-excitation $q$ are of order 2.

For $n\ge4$, all of these are of order 2 or higher, because the commutators with $q^\dagger$ or $Q$ lower the level by at least three, and an extra $V$ costs one order while leaving at least one level to be lowered.

For $n=3$ there is a first-order overlap $\kappa=\langle[X_3,q_{bj}^\dagger]\rangle$. The Fock part of the matrix element is $(\omega-\Delta_{bj})\kappa$ with $\Delta_{bj}=\varepsilon_b-\varepsilon_j$. The direct $V$ part would need the piece of $V$ that raises by two, but that piece commutes with $q^\dagger$. The first-order moment comes from the excitation part of $Q$ and equals $\sum\kappa g^{(0)}$, with $g^{(0)}_{bj}=Q_{bj}$. Replace $X_3^\dagger$ by $X_3^\dagger-\sum q^\dagger(q^\dagger|X_3^\dagger)$. The first-order coupling becomes $(\omega-\Delta_{bj})\kappa-\kappa(\omega-\Delta_{bj})=0$, and the first-order moment becomes zero in the same way. After this change of basis the $n=3$ elements also start at order 2.

Now expand the inverse in Eq.~\eqref{inner} about its diagonal zeroth-order part. Any term that visits operators outside the ph space enters once and leaves once, each time through a coupling or a moment. The total is of order 2 only if both are first-order elements of the same 2p2h operator, with no further step between them. Therefore, at fixed $\omega$ away from the poles, the propagator is correct through $\lambda^2$ with

(i) ph blocks and ph moments through order 2;

(ii) ph-2p2h couplings and 2p2h moments through order 1;

(iii) the 2p2h block at order 0.

This is SOPPA. A nondegenerate pole with nonzero zeroth-order strength is then also correct through $\lambda^2$, since its shift appears in the expansion of the propagator as a double pole.

\subsection{The metric}

Moving operators past one another gives $[i^\dagger a,b^\dagger j]=\delta_{ab}i^\dagger j-\delta_{ij}b^\dagger a$; the two four-operator terms cancel. With $\gamma_{pq}=\langle p^\dagger q\rangle$,
\begin{equation}
S_{ai,bj}=\delta_{ab}\gamma_{ij}-\delta_{ij}\gamma_{ba}.
\end{equation}
Removing a particle $b$ from Eq.~\eqref{tau} can be done in two equal ways, so $b|0^{(1)}\rangle=\frac12\sum\tau_{kl}^{bd}d^\dagger lk|\mathrm{HF}\rangle$. Overlaps, and the same argument for holes with $i^\dagger j=\delta_{ij}-ji^\dagger$, give through second order
\begin{equation}
\gamma_{ab}=\tfrac12\sum\tau_{kl}^{ad}\tau_{kl}^{bd},\qquad
\gamma_{ij}=\delta_{ij}-\tfrac12\sum\tau_{ik}^{cd}\tau_{jk}^{cd}.
\label{dens}
\end{equation}

\subsection{The block $A=\langle[q,[H,q^\dagger]]\rangle$}

The Fock part is $(\varepsilon_b-\varepsilon_j)S_{ai,bj}$, because $[F,b^\dagger j]=(\varepsilon_b-\varepsilon_j)b^\dagger j$. On $|\mathrm{HF}\rangle$ the $V$ part reduces to $\langle qVq^\dagger\rangle$, since $q|\mathrm{HF}\rangle=0$ and $\langle V\rangle=0$. The term $\langle aj\Vert ib\rangle a^\dagger j^\dagger bi$ turns $b^\dagger j|\mathrm{HF}\rangle$ into $+a^\dagger i|\mathrm{HF}\rangle$, so
\begin{equation}
A^{(0)}+A^{(1)}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+\langle aj\Vert ib\rangle .
\end{equation}

The second-order $V$ part is linear in $\tau$. The raising part of $V$ commutes with $q^\dagger$, so only $V_{-2}=\frac14\sum\langle kl\Vert cd\rangle k^\dagger l^\dagger dc$ contributes. Under $[\,\cdot\,,b^\dagger j]$ an annihilator $b$ becomes $j$ and a creator $j^\dagger$ becomes $-b^\dagger$:
\begin{equation}
[V_{-2},b^\dagger j]=\tfrac12\sum\langle kl\Vert bd\rangle k^\dagger l^\dagger dj-\tfrac12\sum\langle jl\Vert cd\rangle b^\dagger l^\dagger dc .
\end{equation}
Next, $[i^\dagger a,j]=-\delta_{ij}a$ and $[i^\dagger a,b^\dagger]=\delta_{ab}i^\dagger$. With $\langle\mathrm{HF}|k^\dagger l^\dagger dc|0^{(1)}\rangle=\tau_{kl}^{cd}$ the contribution is
\begin{equation}
-\tfrac12\delta_{ij}\sum\langle kl\Vert bd\rangle\tau_{kl}^{ad}-\tfrac12\delta_{ab}\sum\langle jk\Vert cd\rangle\tau_{ik}^{cd}.
\end{equation}
Insert $\langle kl\Vert bd\rangle=(\varepsilon_k+\varepsilon_l-\varepsilon_b-\varepsilon_d)\tau_{kl}^{bd}$ and add the Fock part. In the $\delta_{ij}$ term the energies are $-\frac12[(\varepsilon_b-\varepsilon_i)+(\varepsilon_k+\varepsilon_l-\varepsilon_b-\varepsilon_d)]$. Here $\varepsilon_b$ cancels, and in the other term $\varepsilon_j$ cancels, which leaves a symmetric matrix:
\begin{align}
A^{(2)}_{ai,bj}={}&\tfrac12\delta_{ij}\sum\tau_{kl}^{ad}\tau_{kl}^{bd}(\varepsilon_i+\varepsilon_d-\varepsilon_k-\varepsilon_l)\nonumber\\
&+\tfrac12\delta_{ab}\sum\tau_{ik}^{cd}\tau_{jk}^{cd}(\varepsilon_c+\varepsilon_d-\varepsilon_k-\varepsilon_a).
\label{A2so}
\end{align}

\subsection{The block $B=\langle[q,[H,q]]\rangle$}

The Fock part vanishes because de-excitations commute. On $|\mathrm{HF}\rangle$ only $-\langle q_{ai}q_{bj}V\rangle$ survives, so $B^{(1)}=-\langle ab\Vert ij\rangle$.

At second order the level-conserving part $V_0$ acts on the doubles. Since $\langle\mathrm{HF}|V_0=0$,
\begin{equation}
B^{(2)}=\langle\mathrm{HF}|(-q_{ai}q_{bj}V_0+q_{ai}V_0q_{bj}+q_{bj}V_0q_{ai})|0^{(1)}\rangle .
\end{equation}
In the first term two particles scatter, two holes scatter, or a particle-hole pair scatters. The last process has four versions: $\tau_{ik}^{ac}\langle kb\Vert cj\rangle$ and $\tau_{jk}^{bc}\langle ka\Vert ci\rangle$ with one sign, and the exchanged $\tau_{jk}^{ac}\langle kb\Vert ci\rangle$ and $\tau_{ik}^{bc}\langle ka\Vert cj\rangle$ with the other. In the second and third terms $q$ removes one pair first, for example $q_{bj}|0^{(1)}\rangle=\sum\tau_{jk}^{bc}c^\dagger k|\mathrm{HF}\rangle$, and the remaining pair scatters. They cancel the two direct versions. What is left is
\begin{align}
B^{(2)}_{ai,bj}={}&-\tfrac12\sum\langle ab\Vert cd\rangle\tau_{ij}^{cd}-\tfrac12\sum\langle kl\Vert ij\rangle\tau_{kl}^{ab}\nonumber\\
&+\sum\left(\langle kb\Vert ci\rangle\tau_{jk}^{ac}+\langle ka\Vert cj\rangle\tau_{ik}^{bc}\right).
\label{B2so}
\end{align}

\subsection{Coupling to 2p2h excitations}

The coupling is $C_{cdkl,bj}=\langle\mathrm{HF}|R_{cdkl}Vb^\dagger j|\mathrm{HF}\rangle$. The other orderings in the double commutator vanish, because $R|\mathrm{HF}\rangle=0$ and $q^\dagger V|\mathrm{HF}\rangle$ contains no doubles. Either the particle $b$ splits into two particles and a hole, or the hole $j$ splits into two holes and a particle. In the second case $j^\dagger d^\dagger lk\,b^\dagger j|\mathrm{HF}\rangle=-b^\dagger d^\dagger lk|\mathrm{HF}\rangle$, which supplies the minus sign:
\begin{align}
C_{cdkl,bj}={}&\delta_{jk}\langle cd\Vert bl\rangle-\delta_{jl}\langle cd\Vert bk\rangle\nonumber\\
&-\delta_{bc}\langle jd\Vert kl\rangle+\delta_{bd}\langle jc\Vert kl\rangle .
\label{Cso}
\end{align}
The 2p2h block is $\omega-D$ with $D_{cdkl}=\varepsilon_c+\varepsilon_d-\varepsilon_k-\varepsilon_l$.

\subsection{The moments}

For $Q=\sum Q_{pq}p^\dagger q$ the commutator is $[i^\dagger a,p^\dagger q]=\delta_{ap}i^\dagger q-\delta_{iq}p^\dagger a$. Thus $g_{ai}=\langle[q_{ai},Q]\rangle$ is
\begin{equation}
g_{ai}=\sum_jQ_{aj}\gamma_{ij}+\sum_bQ_{ab}\gamma_{ib}-\sum_bQ_{bi}\gamma_{ba}-\sum_jQ_{ji}\gamma_{ja}.
\label{gso}
\end{equation}
The element $\gamma_{ia}$ is the second-order singles amplitude $\sigma_i^a$. Projecting the second-order equation on a single gives $(\varepsilon_i-\varepsilon_a)\sigma_i^a=\frac14\sum C_{cdkl,ai}\tau_{kl}^{cd}$. The four terms of Eq.~\eqref{Cso} are equal in pairs, so
\begin{equation}
\sigma_i^a=\frac{\tfrac12\sum\langle ak\Vert cd\rangle\tau_{ik}^{cd}-\tfrac12\sum\langle kl\Vert ic\rangle\tau_{kl}^{ac}}{\varepsilon_i-\varepsilon_a}.
\label{sigso}
\end{equation}
The first-order moment $G=\langle[R,Q]\rangle$ comes from the part of $Q$ that moves one particle or one hole of a double:
\begin{align}
G_{cdkl}={}&\sum_e(Q_{ce}\tau_{kl}^{ed}+Q_{de}\tau_{kl}^{ce})\nonumber\\
&-\sum_m(Q_{mk}\tau_{ml}^{cd}+Q_{ml}\tau_{km}^{cd}).
\label{Gso}
\end{align}

\section{Folding, spin adaptation and a worked example}

We now have, in spin orbitals, every block and moment that SOPPA needs for a propagator correct through $\lambda^2$ at fixed $\omega$ away from the poles. It remains to fold the 2p2h space into the ph equations, separate singlet from triplet, and test the result on the five-site model.
